# Size-Intensive Excitations and Additive Polarizabilities of Distant Closed-Shell Fragments, part 1

(Sections cited here and not found follow in the second part.)

## Part 1. Block structure and excitation energies

At the PBE0/def2-SVP level, the static polarizability along the $z$ axis is 43.52 bohr³ for a beryllium atom and 6.47 bohr³ for a hydrogen molecule lying on that axis. With the atom placed on the axis 40 bohr from the midpoint of the molecule, the pair has 50.0122 bohr³, which exceeds the sum by 0.0177 bohr³. In the Tamm-Dancoff approximation (TDA) both fragments are more polarizable, 55.27 and 7.42 bohr³, yet the excess is smaller, 0.0129 bohr³. Meanwhile the lowest singlet excitation of beryllium stays at 0.183240 hartree in full response, with or without the distant molecule.

The block structure of the response matrices explains why the excitation energy stays, why the polarizabilities nearly add, and why the excess is smaller in TDA. The basis is small, has no diffuse functions, and its convergence is not examined; the functional is approximate. The numbers therefore illustrate the theorem and do not predict measurements.

### Conditions and statement

Hartree atomic units are used. Fragments $X$ and $Y$ are neutral and closed-shell, and their separation is $R$. Each carries a fixed, finite set of decaying basis functions. Orbitals are real; $i,j$ denote occupied and $a,b$ virtual orbitals. The functional is adiabatic: a semilocal part plus a fixed fraction $c$ of exact exchange. Three conditions are needed.

1. Every occupied level of either fragment lies below every virtual level of both.
2. Each fragment is stable: its matrices $A+B$ and $A-B$, defined below, are positive definite. Their average $A$ is then positive definite too.
3. Matrix elements of the semilocal potential and kernel separate: those that join different fragments vanish as $R\to\infty$, and those within a fragment tend to the values of the isolated fragment. For the kernel of local exchange this is proved below. For gradient-dependent functionals it is an assumption.

Under these conditions the singlet excitation energies of the pair tend to those of $X$, those of $Y$, and a set of charge-transfer energies. This holds in full response and in TDA. It is the meaning of size intensivity here: a remote spectator does not change a local excitation energy. The lowest root of the pair, however, may be a charge-transfer root that neither fragment has.

### The response matrices

Let $P$ be the density matrix of one spin and $F$ the Kohn-Sham matrix, including the exact-exchange part. The equation of motion is $i\,dP/dt=[F,P]$. Before the perturbation, $P_{ij}=\delta_{ij}$ and all other elements vanish. To first order the virtual-occupied element obeys

$$i\frac{d}{dt}\delta P_{ai}=(\varepsilon_a-\varepsilon_i)\,\delta P_{ai}+\delta F_{ai}.$$

The first term comes from the unperturbed $F$ acting on $\delta P$, the second from $\delta F$ acting on the occupied orbital $i$. Apply a real perturbation $v(e^{-i\omega t}+e^{i\omega t})$, equal for both spins, and write

$$\delta P_{ai}=X_{ia}e^{-i\omega t}+Y_{ia}e^{i\omega t},\qquad \delta P_{ia}=\delta P_{ai}^*,$$

with real $X$ and $Y$ away from resonance. With the notation

$$(pq|rs)=\iint\frac{\phi_p(\mathbf r)\phi_q(\mathbf r)\phi_r(\mathbf r')\phi_s(\mathbf r')}{|\mathbf r-\mathbf r'|}\,d\mathbf r\,d\mathbf r',$$

the density change of both spins is $\delta n=2\sum_{rs}\phi_r\phi_s\delta P_{rs}$, so that

$$\delta F_{pq}=v_{pq}(t)+\sum_{rs}\left[2(pq|rs)+2(pq|f|rs)-c\,(pr|sq)\right]\delta P_{rs}.$$

Here $f$ is the derivative of the semilocal potential with respect to the total density, and $(pq|f|rs)$ is the integral with $f$ in place of the Coulomb interaction. Set $p=a$, $q=i$. The choice $rs=bj$ brings in $X_{jb}$ at frequency $e^{-i\omega t}$, with exchange integral $(ab|ji)=(ij|ab)$. The choice $rs=jb$ brings in $Y_{jb}$, with $(aj|bi)=(ib|ja)$. Collecting each frequency gives

$$(A-\omega)X+BY=-v,\qquad BX+(A+\omega)Y=-v, \tag{1}$$

$$A_{ia,jb}=\delta_{ij}F_{ab}-\delta_{ab}F_{ij}+2(ia|jb)+2(ia|f|jb)-c\,(ij|ab),\tag{2}$$

$$B_{ia,jb}=2(ia|jb)+2(ia|f|jb)-c\,(ib|ja).\tag{3}$$

For canonical orbitals the first two terms of $A$ reduce to $\delta_{ij}\delta_{ab}(\varepsilon_a-\varepsilon_i)$. The general form allows separate rotations among the occupied and among the virtual orbitals. Such a rotation transforms $A$ and $B$ with one common orthogonal matrix and changes no eigenvalue. TDA sets $B=0$.

### The ground state separates

The nuclei and electrons of the neutral fragment $Y$ together produce a multipole potential at $X$, which vanishes as $R\to\infty$. Elements of $F$ between basis functions on different fragments contain overlapping tails and vanish as well. The semilocal potential separates by condition 3. Hence the union of the two fragment density matrices solves the self-consistent equations in the limit, and condition 1 ensures that it fills the lowest levels.

This solution persists at large finite $R$. For a small real rotation with $\delta P_{ai}=\delta P_{ia}=\kappa_{ia}$, the change of the stationarity condition $F_{ai}=0$ is $(A+B)\kappa$. This matrix is positive definite in the limit, as the blocks below show, so a small perturbation moves the solution by a small amount.

The occupied and virtual spaces therefore tend to the unions of the fragment spaces. Projecting the fragment orbitals onto these spaces and orthonormalizing gives orbitals localized on one fragment each. They are used from here on, even if the canonical orbitals of the pair are spread over both fragments. In the example, the occupied levels lie at or below $-0.23661$ hartree (Be), and the lowest virtual level is $-0.04527$ hartree (also Be), so condition 1 holds. At 40 bohr no orbital level differs from its fragment value by more than $6.7\times10^{-6}$ hartree.

### The semilocal kernel

Local exchange has a kernel proportional to $n^{-2/3}$, which grows without bound where the density $n$ is small. Small orbital products alone do not settle the matter. But $n=2\sum_k\phi_k^2$ gives $|\phi_i\phi_j|\le n/2$, hence

$$\int|\phi_i\phi_a\phi_j\phi_b|\,n^{-2/3}d\mathbf r\le\frac12\int|\phi_a\phi_b|\,n^{1/3}d\mathbf r.$$

If $a$ and $b$ are on different fragments, the right side vanishes because $n$ is bounded and the orbitals do not overlap. If both are on $Y$ but $i$ or $j$ is on $X$, consider a fixed point relative to $Y$. There the orbital on $X$ tends to zero while $n$ tends to the positive density of $Y$, so the integrand on the left tends to zero. It also stays below a fixed integrable function, a constant times a product of decaying basis functions. By dominated convergence the integral vanishes. If all four orbitals are on $Y$, the same argument shows that the element tends to its fragment value.

The elements that join different fragments even vanish faster than any power of $1/R$. Since $n\ge2|\phi_i\phi_j|$, the integrand on the left is at most $|\phi_i\phi_j|^{1/3}|\phi_a\phi_b|$, which contains overlapping tails unless all four orbitals are on one fragment. For gradient-dependent functionals the same rapid decay is assumed where orders in $1/R$ are given below.

### The blocks

Sort the pairs $ia$ by the location of hole and electron: $XX$, $YY$, $X\to Y$ and $Y\to X$. An integral vanishes faster than any power of $1/R$ if one of its orbital products joins two fragments, since that product contains overlapping tails. The remaining integrals follow from the multipole expansion.

**Local with local, $XX$–$YY$.** Here $i,a$ are on $X$ and $j,b$ on $Y$. Both exchange integrals contain mixed products and drop out. The Coulomb integral joins two transition densities whose total charge is zero by orthogonality. With $\mathbf r_1$ and $\mathbf r_2$ measured from the fragment centres, the distance vector is $\mathbf R+\mathbf r_2-\mathbf r_1$. The second-order term of its inverse length is

$$\frac12(\mathbf r_2-\mathbf r_1)\cdot\left(\nabla\nabla\frac1R\right)\cdot(\mathbf r_2-\mathbf r_1),\qquad \nabla\nabla\frac1R=-T,\qquad T=\frac{1-3\hat{\mathbf R}\hat{\mathbf R}^T}{R^3}.$$

Terms that depend on one coordinate alone integrate to zero, because the other density has no charge. The two mixed terms add up to $\mathbf r_1\cdot T\cdot\mathbf r_2$. With $\boldsymbol\mu_{ia}=\langle i|\mathbf r|a\rangle$,

$$A_{ia,jb}=B_{ia,jb}=2\,\boldsymbol\mu_{ia}\cdot T\cdot\boldsymbol\mu_{jb}+O(R^{-4}).\tag{4}$$

**Local with charge transfer.** Let $i,a$ be on $X$. If $j$ is on $X$ and $b$ on $Y$, the products $jb$, $ab$ and $ib$ are mixed, and one of them occurs in each integral. If $j$ is on $Y$ and $b$ on $X$, the mixed products $jb$, $ij$ and $ja$ do the same. The terms of $A$ with $F_{ab}$ or $F_{ij}$ that survive the Kronecker deltas here join orbitals on different fragments and vanish as well. These blocks therefore vanish in both matrices.

**Charge transfer in one direction.** With $i,j$ on $X$ and $a,b$ on $Y$, the Coulomb integral and the exchange integral of $B$ vanish. The products $ij$ and $ab$ carry charges $\delta_{ij}$ and $\delta_{ab}$, so the exchange integral of $A$ gives

$$A_{ia,jb}=\delta_{ij}F_{ab}-\delta_{ab}F_{ij}-\frac{c}{R}\delta_{ij}\delta_{ab}+O(R^{-2}).\tag{5}$$

This is the attraction of electron and hole, reduced to the fraction $c$. For a semilocal functional it is absent.

**Opposite charge transfers.** With $i,b$ on $X$ and $a,j$ on $Y$, the element of $A$ vanishes, while $B$ keeps $-c(ib|ja)$. This joins two neutral transition densities and decays as $R^{-3}$. It uses the same integrals as the $XX$–$YY$ block, with the factor $-c$ instead of 2, so the ratio of the block norms tends to $c/2$. The example has $c=0.25$ and gives 0.12500.

Both matrices thus become block diagonal. The charge-transfer part of $A$ tends to the differences $\varepsilon_a-\varepsilon_i$, which are positive by condition 1, and that of $B$ tends to zero.

At 40 bohr the largest local–charge-transfer element is at the level of rounding error. The norm of the $XX$–$YY$ block falls by the factor 8.04 between 20 and 40 bohr, close to the 8 of an $R^{-3}$ law. The misfit to the dipole form, relative to the norm of the block, halves from 8.3 to 4.1 percent, as expected of a correction smaller by one power of $R$.

### From blocks to excitation energies

Let $A_0$ be the block-diagonal limit of $A$. For every unit vector $u$, $u^TAu$ differs from $u^TA_0u$ by at most the operator norm $\|A-A_0\|$. By the min-max characterization of eigenvalues, each ordered eigenvalue then changes by no more than this norm. It tends to zero, which proves the TDA statement.

In full response set $v=0$ in (1). The sum and difference of the two equations are

$$(A+B)(X+Y)=\omega(X-Y),\qquad(A-B)(X-Y)=\omega(X+Y).$$

Write $X+Y=(A-B)^{1/2}Z$. The second equation gives $X-Y=\omega(A-B)^{-1/2}Z$. Inserting both in the first and multiplying by $(A-B)^{1/2}$ from the left gives

$$SZ=\omega^2Z,\qquad S=(A-B)^{1/2}(A+B)(A-B)^{1/2}.\tag{6}$$

The limits of $A\pm B$ are block diagonal and positive definite: the local blocks by condition 2, the charge-transfer blocks by condition 1. The square root of a positive definite matrix is continuous and keeps the block form. Hence $S$ tends to the direct sum of the fragment matrices and the charge-transfer part, and the eigenvalue bound applied to $S$ proves the full statement. It would not be enough for $A$ alone to separate; $B$ must do so too.

Over all local roots, in either method, the largest change is $6.1\times10^{-6}$ hartree at 20 bohr and $1.9\times10^{-7}$ hartree at 40 bohr. The ratio is about 32, or $2^5$. Such a power is expected when a quadrupole on one fragment produces a field gradient at the other, because the gradient acts in first order on states with different quadrupole moments. Two distances are consistent with this explanation but do not establish it. The value at 20 bohr is also sensitive to the quadrature: a grid one level coarser gives $4.9\times10^{-6}$ hartree there and leaves the value at 40 bohr unchanged, so that the ratio falls to about 26.

The lowest charge-transfer root can be estimated from the levels. Moving an electron from Be to H₂ costs $0.09017+0.23661=0.32678$ hartree. Subtracting $c/R=0.00625$ hartree at 40 bohr leaves 0.32053 hartree; the computed root is 0.320522 hartree. It lies between the lowest local excitations of Be and H₂, so roots must be compared by character and not by position in the list.

If a virtual level of one fragment lies below an occupied level of the other, condition 1 fails and the limiting difference $\varepsilon_a-\varepsilon_i$ is negative. The assumed ground state of the approximate functional is then unstable towards charge flow, and the proof has no valid starting point. This concerns the orbital levels of the functional. It does not imply that the real pair transfers charge, which at large distance is decided by the ionization energy and the electron affinity.

## Part 2. Polarizabilities and the approach to the limit

Part 1 considered neutral closed-shell fragments $X$ and $Y$ at distance $R$, with real orbitals localized on one fragment each. The pairs $ia$ of occupied and virtual orbitals label the singlet response matrices $A$ and $B$. As $R\to\infty$ both become block diagonal in the classes $XX$, $YY$, $X\to Y$ and $Y\to X$. The leading element between local excitations is

$$A_{ia,jb}=B_{ia,jb}=2\,\boldsymbol\mu_{ia}\cdot T\cdot\boldsymbol\mu_{jb},\qquad T=\frac{1-3\hat{\mathbf R}\hat{\mathbf R}^T}{R^3},\tag{4}$$

with $\boldsymbol\mu_{ia}=\langle i|\mathbf r|a\rangle$. Along the axis joining the fragments $T_{zz}=-2/R^3$; across it $T_{xx}=T_{yy}=1/R^3$. The amplitudes $X$ and $Y$, which share their letters with the fragments, obey $(A-\omega)X+BY=-v$ and $BX+(A+\omega)Y=-v$. The matrices $A\pm B$ are positive definite, and the eigenvalues of $S=(A-B)^{1/2}(A+B)(A-B)^{1/2}$ are the squared excitation energies $\Omega^2$.

Under the stated conditions, the local excitation energies of the pair tend to those of the separate fragments, in full response and in TDA, while charge-transfer roots appear in addition. It remains to show why the polarizabilities nearly add and why the excess is smaller in TDA.
